# Fine structure of hydrogen from three first-order relativistic corrections, part 2

The problem is to find how relativity shifts and splits the levels of one electron in the field of a fixed, spinless point nucleus of charge \(Z\), at lowest order in \(\alpha^2\). In Hartree atomic units, the electron mass, the elementary charge, \(\hbar\) and \(4\pi\varepsilon_0\) are 1, and \(c=1/\alpha\), with \(\alpha\) the fine-structure constant. Without relativity, \(H_0=p^2/2+V\), with \(V=-Z/r\), \(\mathbf p=-i\nabla\) and levels \(E_n=-Z^2/(2n^2)\).

Part (a) started from the Dirac equation for two two-component functions \(\varphi\) and \(\chi\), with \(E\) measured from the rest energy \(c^2\):

\[
(E-V)\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad
(E-V+2c^2)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\]

The Pauli matrices \(\boldsymbol\sigma\) obey \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\). Eliminating \(\chi\) for \((Z\alpha)^2\ll1\) gave, for a normalized function \(\psi\), the correction \(\tfrac{\alpha^2}{8}B\) besides the kinetic one, with

\[
B=\nabla^2V+2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

With \(\mathbf L=\mathbf r\times\mathbf p\) and \(\mathbf S=\boldsymbol\sigma/2\), the kinetic, spin-orbit and Darwin terms are

\[
H_K=-\frac{\alpha^2}{8}p^4,\qquad
H_{SO}=\frac{\alpha^2Z}{2r^3}\,\mathbf L\cdot\mathbf S,\qquad
H_D=\frac{\pi\alpha^2Z}{2}\,\delta(\mathbf r).
\]

The expansion fails very near the nucleus, so for functions that do not vanish there the derivation is formal.

The corrections are diagonal in the states \(|n\,l\,j\,m\rangle\), where \(l(l+1)\), \(j(j+1)\) and \(m\) are the eigenvalues of \(L^2\), \(J^2\) and \(J_z\), and \(\mathbf J=\mathbf L+\mathbf S\). The spatial function is \(R(r)\) times an angular function of unit norm. The averages found are

\[
\left\langle\frac1r\right\rangle=\frac{Z}{n^2},\qquad
\left\langle\frac1{r^2}\right\rangle=\frac{Z^2}{n^3(l+\frac12)},
\]

\[
\left\langle\frac1{r^3}\right\rangle=\frac{Z^3}{n^3\,l\,(l+\frac12)(l+1)}\quad(l\ge1).
\]

For \(l=0\), \(R(0)^2=4Z^3/n^3\) and \(|\psi(0)|^2=R(0)^2/4\pi\); for \(l\ge1\) both vanish.

## Second half: the level shifts

The electron moves in the potential \(-Z/r\) of a fixed point nucleus. Hartree atomic units are used, with \(c=1/\alpha\) and \(E_n=-Z^2/(2n^2)\). The corrections of order \(\alpha^2\) are

\[
H_K=-\frac{\alpha^2}{8}p^4,\qquad
H_{SO}=\frac{\alpha^2Z}{2r^3}\,\mathbf L\cdot\mathbf S,\qquad
H_D=\frac{\pi\alpha^2Z}{2}\,\delta(\mathbf r),
\]

and their first-order effect is given by expectation values in the states \(|n\,l\,j\,m\rangle\), where \(j\) belongs to \(\mathbf J=\mathbf L+\mathbf S\). The radial function is \(R(r)\), and the averages needed are

\[
\left\langle\frac1r\right\rangle=\frac Z{n^2},\qquad
\left\langle\frac1{r^2}\right\rangle=\frac{Z^2}{n^3(l+\frac12)},\qquad
\left\langle\frac1{r^3}\right\rangle=\frac{Z^3}{n^3l(l+\frac12)(l+1)}\ \ (l\ge1),
\]

together with \(R(0)^2=4Z^3/n^3\) for \(l=0\) and \(R(0)=0\) for \(l\ge1\).

### (e) The kinetic term

**Question.** Find the shift \(E_K=\langle H_K\rangle\). Explain why differentiating an s function four times away from the origin gives a wrong answer.

**Solution.** The operator \(p^2\) is Hermitian, so one factor \(p^2\) can act on each side of the scalar product, and \(\langle p^4\rangle\) is the squared norm of \(p^2\psi\). The Schrödinger equation supplies this function without any differentiation:

\[
p^2\psi=2(E_n-V)\psi=2\left(E_n+\frac Zr\right)\psi .
\]

Hence

\[
\langle p^4\rangle=4\left[E_n^2+2E_nZ\left\langle\frac1r\right\rangle+Z^2\left\langle\frac1{r^2}\right\rangle\right]
=4\left[\frac{Z^4}{4n^4}-\frac{Z^4}{n^4}+\frac{Z^4}{n^3(l+\frac12)}\right].
\]

The first two terms add up to \(-3Z^4/(4n^4)\). Multiplying by \(-\alpha^2/8\) gives

\[
E_K=-\frac{\alpha^2Z^4}{2n^3}\left[\frac1{l+\frac12}-\frac3{4n}\right].
\]

The shift is negative, as it must be for minus a squared norm. At fixed \(n\) it is largest in size for \(l=0\), because \(\langle1/r^2\rangle\) is largest there. The mean \(\langle p^2\rangle=2(E_n+Z\langle1/r\rangle)=Z^2/n^2\) is the same for every \(l\), but \(p^4\) gives extra weight to the region very near the nucleus, where the electron moves fastest, and an s state reaches that region more often than the other states of the level do.

If instead both factors \(p^2\) act on the same function, care is needed at the origin. For an s state, \(p^2\psi\) contains the singular part \(2Z\psi(0)/r\). Acting again, \(p^2(1/r)=4\pi\delta(\mathbf r)\), which produces \(8\pi Z\psi(0)\delta(\mathbf r)\). Its contribution to the expectation value is

\[
8\pi Z\,|\psi(0)|^2=2Z\,R(0)^2 .
\]

Derivatives taken at \(r>0\) do not see this term. The ground state with \(Z=1\) shows the effect. Its function is proportional to \(e^{-r}\), and for \(r>0\)

\[
p^2e^{-r}=\left(\frac2r-1\right)e^{-r},\qquad
p^2p^2e^{-r}=\left(1-\frac4r\right)e^{-r}.
\]

With \(\langle1/r\rangle=1\), the pointwise result is \(1-4=-3\), which is impossible for a squared norm. The missing term is \(2R(0)^2=8\), and \(-3+8=5\). The general formula agrees: \(4(2-\tfrac34)=5\).

Momentum space avoids the difficulty, because there \(p^4\) is an ordinary factor. The momentum function of the ground state is proportional to

\[
\frac1p\int_0^\infty r\,\sin(pr)\,e^{-r}\,dr=\frac{2}{(1+p^2)^2},
\]

so \(\langle p^4\rangle\) is the ratio of the integrals of \(p^6/(1+p^2)^4\) and \(p^2/(1+p^2)^4\) over positive \(p\). Numerical quadrature gives 5.0000 for this ratio.

### (f) The spin-orbit term

**Question.** Find the shift \(E_{SO}=\langle H_{SO}\rangle\) for both values of \(j\) that belong to a given \(l\ge1\). What happens for \(l=0\)?

**Solution.** Squaring \(\mathbf J=\mathbf L+\mathbf S\) gives \(J^2=L^2+S^2+2\mathbf L\cdot\mathbf S\), because \(\mathbf L\) and \(\mathbf S\) commute. In a state \(|n\,l\,j\,m\rangle\), with \(S^2=\tfrac34\),

\[
\mathbf L\cdot\mathbf S=\frac12\left[j(j+1)-l(l+1)-\frac34\right].
\]

For \(j=l+\tfrac12\), \(j(j+1)=l^2+2l+\tfrac34\), and the bracket is \(l\). For \(j=l-\tfrac12\), \(j(j+1)=l^2-\tfrac14\), and the bracket is \(-(l+1)\). So

\[
\mathbf L\cdot\mathbf S=
\begin{cases}
\ \ \,l/2, & j=l+\frac12,\\[2pt]
-(l+1)/2, & j=l-\frac12 .
\end{cases}
\]

Multiplying by \((\alpha^2Z/2)\langle1/r^3\rangle\) cancels one factor of the denominator in each case:

\[
E_{SO}=
\begin{cases}
\ \ \,\dfrac{\alpha^2Z^4}{4n^3(l+\frac12)(l+1)}, & j=l+\frac12,\\[10pt]
-\dfrac{\alpha^2Z^4}{4n^3\,l\,(l+\frac12)}, & j=l-\frac12 .
\end{cases}
\]

The upper level has \(2j+1=2l+2\) states and the lower one \(2l\). Since \((2l+2)\,l/2-2l\,(l+1)/2=0\), the spin-orbit term splits the states of given \(n\) and \(l\) without moving their average energy.

For \(l=0\) the spin-orbit shift is zero. One might worry about a product of zero with the divergent \(\langle1/r^3\rangle\), but the operator obtained from the Dirac equation is proportional to \(\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). Acting on a spherically symmetric function, it contains the cross product of two radial vectors, \(\nabla V\) and \(\nabla\psi\). This vanishes at every \(r>0\), before any integral is taken.

### (g) The Darwin term and the sum

**Question.** Find the Darwin shift \(E_D=\langle H_D\rangle\), add the three shifts, and say on which quantum numbers the sum depends.

**Solution.** The delta function picks out the density at the nucleus, \(R(0)^2/4\pi\). For \(l=0\),

\[
E_D=\frac{\pi\alpha^2Z}{2}\cdot\frac{R(0)^2}{4\pi}=\frac{\alpha^2Z}{8}\cdot\frac{4Z^3}{n^3}=\frac{\alpha^2Z^4}{2n^3},
\]

and for \(l\ge1\) it is zero. To add the terms, take the common factor \(-\alpha^2Z^4/(2n^3)\) out of each. The kinetic term contributes \(1/(l+\tfrac12)-3/(4n)\) to the bracket, and the part \(-3/(4n)\) is the same for all states of the level. The rest falls into three cases.

For \(j=l+\tfrac12\) with \(l\ge1\), the spin-orbit term is positive and enters the bracket with a minus sign:

\[
\frac1{l+\frac12}-\frac1{2(l+\frac12)(l+1)}
=\frac{2(l+1)-1}{2(l+\frac12)(l+1)}=\frac{2l+1}{(2l+1)(l+1)}=\frac1{l+1}=\frac1{j+\frac12}.
\]

For \(j=l-\tfrac12\) it enters with a plus sign:

\[
\frac1{l+\frac12}+\frac1{2l(l+\frac12)}
=\frac{2l+1}{2l(l+\frac12)}=\frac{2l+1}{l(2l+1)}=\frac1l=\frac1{j+\frac12}.
\]

For \(l=0\), where \(j=\tfrac12\), the kinetic term gives 2 and the Darwin term \(-1\):

\[
2-1=1=\frac1{j+\frac12}.
\]

All cases are covered by one formula:

\[
\boxed{\;\Delta E(n,j)=-\frac{\alpha^2Z^4}{2n^3}\left[\frac1{j+\frac12}-\frac3{4n}\right]\;}
\]

At given \(Z\) the sum depends on \(n\) and \(j\), and \(l\) has dropped out. None of the three terms has this property alone. Two states with the same \(n\) and \(j\) but with \(l=j-\tfrac12\) and \(l=j+\tfrac12\) are shifted equally, though by different contributions.

Setting \(l=0\) in the spin-orbit formula for \(j=l+\tfrac12\) would give \(\alpha^2Z^4/(2n^3)\), which equals the Darwin shift. The total would come out right, but for a wrong reason: the spin-orbit term vanishes in an s state, and the contribution comes from the density at the nucleus.

Since \(l\le n-1\), the largest \(j\) is \(n-\tfrac12\), and \(1/(j+\tfrac12)\ge1/n\), which exceeds \(3/(4n)\). Every level is therefore lowered, and the more so the smaller \(j\) is. Relative to the unperturbed energy the shift is

\[
\frac{\Delta E}{E_n}=\frac{(Z\alpha)^2}{n}\left[\frac1{j+\frac12}-\frac3{4n}\right],
\]

so the small parameter is \((Z\alpha)^2\), as assumed at the start.

### (h) The level \(n=2\) for \(Z=1\)

**Question.** Evaluate the three contributions for \(2s_{1/2}\), \(2p_{1/2}\) and \(2p_{3/2}\) at \(Z=1\), and find the interval between the two 2p levels.

**Solution.** With \(\alpha=0.007297353\) and 1 hartree divided by Planck's constant equal to \(6.579684\times10^6\) GHz, the natural unit of the shifts, \(\alpha^2\) hartree, corresponds to 350.377 GHz. In this unit the kinetic shifts are

\[
2s:\ -\frac1{16}\left(2-\frac38\right)=-\frac{13}{128},\qquad
2p:\ -\frac1{16}\left(\frac23-\frac38\right)=-\frac7{384}.
\]

For 2p, \(\langle1/r^3\rangle=1/(8\cdot1\cdot\tfrac32\cdot2)=1/24\). The spin-orbit shifts are \(\tfrac12\cdot\tfrac1{24}\cdot\tfrac12=\tfrac1{96}\) for \(j=\tfrac32\) and \(\tfrac12\cdot\tfrac1{24}\cdot(-1)=-\tfrac1{48}\) for \(j=\tfrac12\). The Darwin shift of 2s is \(\tfrac1{16}\). In GHz:

| Level | Kinetic | Spin-orbit | Darwin | Sum |
|---|---|---|---|---|
| \(2s_{1/2}\) | −35.59 | 0 | 21.90 | −13.69 |
| \(2p_{1/2}\) | −6.39 | −7.30 | 0 | −13.69 |
| \(2p_{3/2}\) | −6.39 | 3.65 | 0 | −2.74 |

The first two sums are both \(-\tfrac5{128}\) of the unit, and the third is \(-\tfrac1{128}\). The kinetic term is common to the two 2p levels, so their interval comes from the spin-orbit term alone:

\[
\Delta E(2p_{3/2})-\Delta E(2p_{1/2})=\alpha^2\left(\frac1{96}+\frac1{48}\right)=\frac{\alpha^2}{32}\ \text{hartree}.
\]

This is \(350.377/32=10.95\) GHz, or 45.28 µeV.

The equality of \(2s_{1/2}\) and \(2p_{1/2}\) belongs to the model. Coupling to the quantized radiation field separates these two levels in a real atom and also changes \(g\) slightly from 2. The motion, size and spin of the nucleus bring further corrections. None of these is contained in the numbers above.

### (i) How good is the first order?

**Question.** Compare the first-order shifts with energies from the Dirac equation itself, for \(Z=1\) and for the one-electron ion of phosphorus, \(Z=15\).

**Solution.** The Dirac equation must first be reduced to radial form. Let \(\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r\), so that \(\sigma_r^2=1\). The product rule for Pauli matrices gives

\[
\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p\right)
=\sigma_r\left(-i\frac{\partial}{\partial r}+\frac ir\,\boldsymbol\sigma\cdot\mathbf L\right).
\]

Let \(\Omega\) be an angular and spin function with \(\boldsymbol\sigma\cdot\mathbf L\,\Omega=-(\kappa+1)\Omega\). Since \(\boldsymbol\sigma\cdot\mathbf L=2\mathbf L\cdot\mathbf S\), part (f) gives \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). To find how \(\boldsymbol\sigma\cdot\mathbf L\) acts on \(\sigma_r\Omega\), put \(\hat{\mathbf r}=\mathbf r/r\) and apply the product rule in both orders:

\[
\boldsymbol\sigma\cdot\mathbf L\,\sigma_r+\sigma_r\,\boldsymbol\sigma\cdot\mathbf L
=\mathbf L\cdot\hat{\mathbf r}+\hat{\mathbf r}\cdot\mathbf L
+i\boldsymbol\sigma\cdot(\mathbf L\times\hat{\mathbf r}+\hat{\mathbf r}\times\mathbf L).
\]

The two scalar products vanish, because \(\mathbf L=\mathbf r\times\mathbf p\) has no component along \(\mathbf r\). The \(z\) component of the last bracket is \([L_x,\hat r_y]-[L_y,\hat r_x]=i\hat r_z+i\hat r_z=2i\hat r_z\), and the other components follow by cyclic exchange. The right side is therefore \(-2\sigma_r\). Acting on \(\Omega\), this gives \(\boldsymbol\sigma\cdot\mathbf L\,\sigma_r\Omega=(\kappa-1)\sigma_r\Omega\), so \(\sigma_r\Omega\) belongs to \(-\kappa\). With \(\varphi=(P/r)\Omega\) and \(\chi=-i(Q/r)\sigma_r\Omega\), the two equations of part (a) become

\[
P'=-\frac\kappa rP+\frac{E-V+2c^2}{c}\,Q,\qquad
Q'=\frac\kappa rQ-\frac{E-V}{c}\,P .
\]

They were solved numerically by a power series in \(r\), multiplied by \(r^\gamma\) with \(\gamma=\sqrt{\kappa^2-(Z\alpha)^2}\), in 40-digit arithmetic. The energy was adjusted by the secant method until \(P\) vanished at the distant radius \(30n/Z\). No expansion in \(\alpha\) enters.

To isolate the first order, \(\alpha\) can be given the artificial value \(1/1000\). For \(Z=1\) and all states up to \(n=3\), s states included, the shifts then differ from the boxed formula by at most \(5.3\times10^{-7}\), relative to the formula. The formal treatment of the region near the nucleus has thus not spoiled the first-order result for these states.

With the real \(\alpha\) and \(Z=1\), the Dirac interval between the 2p levels is 10.9496 GHz, against 10.9493 GHz in first order. The excess is \(3.3\times10^{-5}\) of the first-order value.

For \(Z=15\) the first-order interval grows by \(15^4=50625\):

\[
45.283\times10^{-6}\ \text{eV}\times50625=2.292\ \text{eV}.
\]

The Dirac equation gives 2.310 eV, an excess of \(7.5\times10^{-3}\) relative to the first-order value. The small parameter is now \((Z\alpha)^2=0.012\). The relative excess has grown by a factor of 227, close to \(15^2=225\), as expected if the leading neglected term is smaller than the first order by a factor proportional to \((Z\alpha)^2\).

Both values for phosphorus refer to a fixed point nucleus without radiative corrections. Their difference measures the error of stopping at first order within this model, not the distance from a measured interval.

All numerical values are calculated from the stated model.
